# Thermal softening of the spin-wave stiffness in a cubic Heisenberg ferromagnet

A spin wave of small wavevector \(k\) in a ferromagnet costs an exchange energy \(Dk^2\), and the stiffness \(D\) helps to set the frequencies of standing spin waves in a thin film. When the magnet warms, other spin waves are thermally excited, the spins through which the wave travels are no longer aligned, and its frequency drops. The magnetization falls as \(T^{3/2}\) at low temperature, so one might expect the stiffness to fall in the same way. For localized spins with isotropic exchange, the case treated here, it falls more slowly, because a long thermal wave tilts neighbouring spins almost together and hardly disturbs the bond between them.

The model has spins of length \(S\) on a simple cubic (sc), body-centred (bcc) or face-centred cubic (fcc) lattice, with

\[
H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j ,\qquad J>0 .
\]

Each nearest-neighbour bond is counted once and spins are in units of \(\hbar\), so that \(J\) is an energy. There is no applied field, anisotropy or dipolar force. The number of neighbours is \(z\), the cubic cell edge \(a\), the volume per spin \(v_0\), and the number of spins \(N\).

Spin deviations from the fully aligned state are written with Bose operators in the Dyson-Maleev form,

\[
S^z=S-a^\dagger a,\qquad S^-=\sqrt{2S}\,a^\dagger,\qquad
S^+=\sqrt{2S}\left(1-\frac{a^\dagger a}{2S}\right)a .
\]

The commutator is correct, since

\[
[S^+,S^-]=2S\left\{\left(1-\frac{a^\dagger a}{2S}\right)[a,a^\dagger]-\frac{[a^\dagger a,a^\dagger]\,a}{2S}\right\}
=2S-2a^\dagger a=2S^z .
\]

The price is that \(S^+\) and \(S^-\) are no longer Hermitian conjugates. A site can also hold more than the permitted \(2S\) bosons. The factor in \(S^+\) vanishes on the step from \(2S+1\) to \(2S\) bosons, so forbidden states never feed back into permitted ones, and the physical energies are unaffected. The thermal sum will nevertheless run over all boson states. In a free Bose gas with \(n\) bosons per site, a site is overfilled with probability \([n/(1+n)]^{2S+1}\), which is negligible for large spin and small \(n\). For small spins this estimate alone does not justify the step. It also holds only for the free gas and for an expansion about it. With the interaction included, strongly overfilled states fall below the aligned state without bound (for two spins \(S=7/2\) sharing 16 bosons the lowest level is \(-20.25J\), against \(-12.25J\) for the aligned pair), so the boson Hamiltonian is to be used at low density only and not summed over all its levels.

For one bond the transverse part is

\[
\tfrac12(S_i^+S_j^-+S_i^-S_j^+)=S(a_j^\dagger a_i+a_i^\dagger a_j)-\tfrac12a_i^\dagger a_j^\dagger(a_i^2+a_j^2),
\]

and the longitudinal part is

\[
S_i^zS_j^z=S^2-S(a_i^\dagger a_i+a_j^\dagger a_j)+a_i^\dagger a_j^\dagger a_ia_j .
\]

With \(d=a_i-a_j\), the quadratic terms add up to \(-S\,d^\dagger d\), and the quartic ones to \(-\tfrac12a_i^\dagger a_j^\dagger(a_i^2+a_j^2-2a_ia_j)=-\tfrac12a_i^\dagger a_j^\dagger d^2\). Multiplying by \(-J\) gives the bond energy

\[
h_{ij}=-JS^2+JS\,d^\dagger d+\frac J2\,a_i^\dagger a_j^\dagger d^2 .
\]

No higher terms exist in this representation. For two spins \(S=3/2\) sharing three deviations, the eigenvalues of \(h_{ij}\) were tested against the levels \(-\tfrac J2[s(s+1)-2S(S+1)]\) with total spin \(s=0,1,2,3\), and they agree to rounding error.

The quadratic part gives free magnons. With \(a_i=N^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_i}a_{\mathbf k}\), a bond along \(\boldsymbol\delta\) contributes \(|1-e^{i\mathbf k\cdot\boldsymbol\delta}|^2=2(1-\cos\mathbf k\cdot\boldsymbol\delta)\). There are \(z/2\) bonds per site, so

\[
\varepsilon_{\mathbf k}=JSz(1-\gamma_{\mathbf k}),\qquad
\gamma_{\mathbf k}=\frac1z\sum_{\boldsymbol\delta}\cos\mathbf k\cdot\boldsymbol\delta .
\]

For small \(k\), \(1-\cos x\approx x^2/2\), and cubic symmetry gives \(\sum_{\boldsymbol\delta}(\mathbf k\cdot\boldsymbol\delta)^2=z\delta^2k^2/3\). Hence \(\varepsilon_{\mathbf k}\approx JSz\delta^2k^2/6\). The products \(z\delta^2\) are \(6a^2\), \(8\cdot\tfrac34a^2\) and \(12\cdot\tfrac12a^2\) for sc, bcc and fcc. All equal \(6a^2\), so

\[
D_0=JSa^2
\]

for the three lattices.

Hartree-Fock decoupling replaces pairs of operators in the quartic term by their thermal averages. Averages such as \(\langle a_ia_j\rangle\) vanish because \(H\) conserves the number of deviations. The others are

\[
n=\langle a_i^\dagger a_i\rangle,\qquad m=\langle a_i^\dagger a_j\rangle ,
\]

with \(m\) real by inversion symmetry, and cubic symmetry makes \(m\) equal on all bonds. Then \(\langle a_i^\dagger d\rangle=n-m\) and \(\langle a_j^\dagger d\rangle=-(n-m)\). Each creation operator can be paired with either of the two factors \(d\), hence the factors of two in

\[
a_i^\dagger a_j^\dagger d^2\to
2\langle a_i^\dagger d\rangle a_j^\dagger d+2\langle a_j^\dagger d\rangle a_i^\dagger d
-2\langle a_i^\dagger d\rangle\langle a_j^\dagger d\rangle .
\]

The constant removes double counting: the full average has two pairings, while the two operator terms together give four times the product of averages. Inserting the averages,

\[
\frac J2a_i^\dagger a_j^\dagger d^2\to
J(n-m)(a_j^\dagger-a_i^\dagger)d+J(n-m)^2
=-J(n-m)\,d^\dagger d+J(n-m)^2 .
\]

The interaction has reproduced the operator of the free part. Its effect is to replace \(S\) by \(S-(n-m)\) in the bond energy, so every magnon energy is multiplied by the same number:

\[
\varepsilon_{\mathbf k}(T)=\alpha\,\varepsilon_{\mathbf k},\qquad
\alpha=1-\frac{n-m}{S},\qquad
n-m=\frac1N\sum_{\mathbf q}(1-\gamma_{\mathbf q})\,n_{\mathbf q}.
\]

The last expression follows from \(m=N^{-1}\sum_{\mathbf q}n_{\mathbf q}\cos\mathbf q\cdot\boldsymbol\delta\), averaged over the equivalent bonds. In the self-consistent theory \(n_{\mathbf q}=1/(e^{\alpha\varepsilon_{\mathbf q}/k_BT}-1)\).

The energy gives a second route to the same shift. Since \(\langle d^\dagger d\rangle=2(n-m)\), the mean quartic energy per bond is \(-2J(n-m)^2+J(n-m)^2=-J(n-m)^2\). Summed over \(Nz/2\) bonds and differentiated with respect to one occupation, it gives

\[
\frac{\partial}{\partial n_{\mathbf k}}\left[-\frac{JNz}{2}(n-m)^2\right]=-Jz(n-m)(1-\gamma_{\mathbf k})=-\frac{n-m}{S}\,\varepsilon_{\mathbf k}.
\]

Both the energy and the shift were tested on a single pair of sites in a thermal boson state with \(n-m=0.10\). The directly computed mean of the quartic term is \(-0.0100J\). Its derivative with respect to the occupation of the odd mode \((a_i-a_j)/\sqrt2\) is \(-0.200J\), as \(-J(n-m)d^\dagger d\) requires, and that for the even mode vanishes to numerical accuracy.

The combination \(n-m\) carries the physics. The magnetization loses \(n\) per site, which counts all deviations. The effective spin length that sets the magnon energies loses \(n-m\), which counts only the part that differs between neighbours. A uniform tilt of all spins has \(n=m\) and leaves the stiffness unchanged.

Because \(\alpha\) does not depend on \(\mathbf k\), the stiffness is \(D(T)=\alpha D_0\). For \(k_BT\ll JS\) the thermally occupied waves are long, so \(1-\gamma_{\mathbf q}\approx D_0q^2/(zJS)\), and to leading order \(\alpha\) may be set to one in \(n_{\mathbf q}\). Replacing the sum by an integral,

\[
n-m\approx\frac{D_0}{zJS}\,\frac{v_0}{2\pi^2}\int_0^\infty\frac{q^4\,dq}{e^{D_0q^2/k_BT}-1}.
\]

Two of the four powers of \(q\) come from the volume element and two from the misalignment of neighbours. Extending the upper limit to infinity adds an exponentially small error. With \(x=D_0q^2/k_BT\), so that \(dq=\tfrac12(k_BT/D_0)^{1/2}x^{-1/2}dx\), the integral becomes

\[
\frac12\left(\frac{k_BT}{D_0}\right)^{5/2}\int_0^\infty\frac{x^{3/2}dx}{e^x-1}
=\frac12\left(\frac{k_BT}{D_0}\right)^{5/2}\frac{3\sqrt\pi}{4}\,\zeta(5/2),
\]

where \(\Gamma(5/2)=3\sqrt\pi/4\) and \(\zeta(5/2)=1.341\). The prefactors combine to \(3/(16\pi^{3/2})=\tfrac32(4\pi)^{-3/2}\), and division by \(S\) gives

\[
D(T)=D_0\left\{1-\frac32\,\zeta(5/2)\,\frac{k_BT}{zJS^2}\,v_0\left(\frac{k_BT}{4\pi D_0}\right)^{3/2}+\dots\right\}.
\]

It is the decrease of \(D\), not \(D\) itself, that follows \(T^{5/2}\). Without the misalignment factor the integrand would hold \(q^2\) instead of \(q^4\), and the result would be the \(T^{3/2}\) of the magnetization. At equal \(S\) and equal \(k_BT/JS\) the decrease is proportional to \(v_0/(za^3)\), which is \(1/6\), \(1/16\) and \(1/48\) for sc, bcc and fcc.

The range of the law follows from the next term of the band. Expanding the cosines to fourth order and averaging over directions with \(\overline{(\mathbf q\cdot\boldsymbol\delta)^4}=q^4\delta^4/5\) gives

\[
\frac{\overline{\varepsilon_{\mathbf q}}}{JS}=(qa)^2-\eta(qa)^4,\qquad
\eta=\frac{z}{120}\frac{\delta^4}{a^4}=\frac1{20},\ \frac3{80},\ \frac1{40}
\]

for sc, bcc and fcc. Let \(u=\varepsilon/JS\). Along a direction with quartic coefficient \(\eta_\Omega\), inversion gives \((qa)^2\approx u+\eta_\Omega u^2\) and \((qa)^3\approx u^{3/2}(1+\tfrac32\eta_\Omega u)\). This is linear in \(\eta_\Omega\), so the angular average puts \(\eta\) in its place. The number of states below \(u\) is proportional to this volume, and its derivative is proportional to \(u^{1/2}(1+\tfrac52\eta u)\). Since \(n-m\) is the thermal sum of \(\varepsilon_{\mathbf q}n_{\mathbf q}/(zJS)\), the decrease acquires the factor

\[
1+\frac52\eta\,\frac{\Gamma(7/2)\zeta(7/2)}{\Gamma(5/2)\zeta(5/2)}\frac{k_BT}{JS}
=1+\frac{25}{4}\eta\,\frac{\zeta(7/2)}{\zeta(5/2)}\frac{k_BT}{JS},
\]

which is a \(T^{7/2}\) term. Its coefficient is 0.262, 0.197 and 0.131 for the three lattices. Sums over the full Brillouin zone at \(k_BT=0.05JS\) and \(0.10JS\) were tested against these results. The relative excess over the \(T^{5/2}\) law, divided by \(k_BT/JS\) and extrapolated linearly to \(T=0\), reproduces the coefficients to within 0.3 per cent, and the local exponent between the two temperatures is 2.52, 2.51 and 2.51, as expected from a \(T^{5/2}\) law with a small positive correction.

Self-consistency enters later. Softer magnons are more numerous, and at low temperature the decrease is multiplied by \(\alpha^{-5/2}\approx1+\tfrac52(1-\alpha)\), which adds a term of order \(T^5\).

The opposite limit shows where the decoupling fails. If \(k_BT\) is far above all magnon energies, as can happen for large \(S\), then \(n_{\mathbf q}\approx k_BT/(\alpha\varepsilon_{\mathbf q})\). The factor \(1-\gamma_{\mathbf q}\) cancels, leaving \(n-m=k_BT/(\alpha zJS)\) and

\[
\alpha^2-\alpha+\frac{k_BT}{zJS^2}=0,\qquad
\alpha=\frac12\left(1+\sqrt{1-\frac{4k_BT}{zJS^2}}\right).
\]

The solution ends at \(k_BT=zJS^2/4\) with \(\alpha=\tfrac12\). A stiffness that stops at half its initial value is not a description of the Curie point. It marks the end of a theory built on few, weakly interacting magnons.

Hartree-Fock also treats each pair of magnons to first order in their interaction. A second scattering brings another factor \(J\) and an energy denominator of order \(JS\), so the neglected part is smaller by a relative order \(1/S\). Its size can be found from the exact spectrum of two spin deviations on a periodic lattice. In a dilute gas this spectrum fixes the interaction free energy to second order in the density. The Hartree-Fock counterpart is the energy \(-J(Nz/2)(n-m)^2\), with Boltzmann factors in place of \(n_{\mathbf q}\). At \(k_BT=2.5JS\) and \(S=2000\), on \(5^3\) spins, the ratio of exact to Hartree-Fock values was tested to be one within 0.5 per cent, and came out as 1.0001 for both sc and fcc. The coefficient of the \(T^{5/2}\) law should therefore be read as the leading one in \(1/S\). Its correction in the limit \(T\to0\) is not derived here.

For numbers, take an fcc magnet with \(S=7/2\), \(a=0.51\) nm and \(J=0.10\) meV, rough values in the regime of europium oxide. Then \(JS=0.350\) meV, corresponding to 4.06 K, and

\[
D_0=0.350\times(0.51)^2=0.0910\ \text{meV nm}^2=1.46\times10^{-41}\ \text{J m}^2 .
\]

At 10 K, \(k_BT/JS=2.462\). With \(v_0=a^3/4\) and \(z=12\), the law gives

\[
1-\frac{D}{D_0}=1.5\times1.341\times\frac{2.462}{12\times3.5}\times\frac14\times\left(\frac{2.462}{4\pi}\right)^{3/2}=0.0026 .
\]

The decrease in per cent, from the law, from the full zone sum with free magnon energies, and from the self-consistent equation, is as follows.

| \(T\) (K) | law | zone sum | self-consistent |
|---|---|---|---|
| 2 | 0.0046 | 0.0049 | 0.0049 |
| 5 | 0.045 | 0.056 | 0.056 |
| 10 | 0.256 | 0.441 | 0.447 |
| 20 | 1.45 | 3.04 | 3.30 |

At 2 K the zone sum exceeds the law by 7 per cent, close to the 6 per cent given by the \(T^{7/2}\) term. At 10 K it is 1.72 times the law, while the \(T^{7/2}\) term accounts for a factor of only \(1+0.131\times2.462=1.32\). The law with this single correction is no longer adequate there, although the stiffness has changed by less than half a per cent, to 0.0906 meV nm². A small decrease is thus no sign that the power law holds. The condition is \(k_BT\ll JS\).

Europium oxide is a localized-spin ferromagnet with an fcc lattice of magnetic ions and a Curie temperature of roughly 70 K, so 10 K lies well inside its ordered phase. It departs from the model in several ways. Two of them are sized here separately at 10 K, as factors on the decrease given by the zone sum. A second-neighbour exchange of roughly 0.02 meV, added with \(J\) held fixed, raises \(D_0\) to 0.109 meV nm² and multiplies the relative decrease by 0.72. Dipolar forces have the energy scale \(g\mu_B\mu_0M=0.285\) meV for \(g=2\). In zero internal field the usual dipole-exchange energy of a wave at angle \(\theta\) to the magnetization is \(\sqrt{\varepsilon(\varepsilon+g\mu_B\mu_0M\sin^2\theta)}\). For large \(\varepsilon\) this is a mean upward shift of one third of that scale, 0.095 meV, and inserting it in the occupations gives a factor of about 0.86. The square root itself, with the angle kept, gives 0.87 at 10 K and 0.57 at 2 K. These figures count only the change in the occupations. Thermal expansion, which changes \(J\), and coupling to phonons are left out and not sized.

Scattering beyond Hartree-Fock is an error of the decoupling, not a departure from the model. At 10 K the two-deviation ratio is 1.05, the same on \(7^3\) and \(9^3\) spins. It compares interaction free energies of a dilute gas, so it indicates the size of the error but is not itself a factor on the decrease of \(D\). For \(S=1\) at the same \(k_BT/JS\) it is 1.195, so the decoupling is a poorer guide for small spins.

The lattice and dipolar figures leave no clean window for the \(T^{5/2}\) law with such parameters. At 2 K the lattice correction is small, but \(k_BT=0.17\) meV lies below the dipolar scale. At 10 K dipolar forces matter less, but the waves involved are too short for the quadratic band. A clear window needs \(g\mu_B\mu_0M\ll k_BT\ll JS\), that is, exchange much stronger than the dipolar energy. The numerical output lists the values behind these comparisons.

## Table of computed values

```
TESTS
spin-pair levels, largest error: 3.6e-15 J
Fock-space mean of quartic term: -0.010000 J (n-m = 0.10)
Fock-space shift, odd mode: -0.20000 J
Fock-space shift, even mode: -1.0e-09 J
sc: zone sum / T^5/2 law at kT = 0.05 JS: 1.01343
sc: exponent between kT = 0.05 and 0.10 JS: 2.5199
sc: T^7/2 slope, sum 0.2620, formula 0.2625
bcc: zone sum / T^5/2 law at kT = 0.05 JS: 1.01000
bcc: exponent between kT = 0.05 and 0.10 JS: 2.5147
bcc: T^7/2 slope, sum 0.1967, formula 0.1969
fcc: zone sum / T^5/2 law at kT = 0.05 JS: 1.00663
fcc: exponent between kT = 0.05 and 0.10 JS: 2.5097
fcc: T^7/2 slope, sum 0.1312, formula 0.1312
sc: exact/Hartree-Fock pair term, S = 2000: 1.00010
fcc: exact/Hartree-Fock pair term, S = 2000: 1.00009
EXAMPLE (fcc, rough europium oxide regime)
J = 0.10 meV, S = 3.5, a = 0.51 nm, z = 12
JS = 0.350 meV, JS/k_B = 4.062 K
volume per spin v0 = 0.03316 nm^3
D0 = 0.09104 meV nm^2 = 1.4585e-41 J m^2
zeta(5/2) = 1.34149, zeta(7/2) = 1.12673
relative decrease of D in percent: law, zone sum, self-consistent
T =  2.0 K, kT/JS = 0.492: 0.00457, 0.00491, 0.00491
T =  5.0 K, kT/JS = 1.231: 0.04521, 0.05566, 0.05575
T = 10.0 K, kT/JS = 2.462: 0.25575, 0.44091, 0.44704
T = 20.0 K, kT/JS = 4.924: 1.44674, 3.04482, 3.29573
D(10 K) self-consistent = 0.09063 meV nm^2 = 1.4520e-41 J m^2
relative shift of the decrease, mesh 32 to 64: 0.0e+00
NEGLECTED EFFECTS AT 10 K (factor on the decrease of D)
terms beyond T^5/2 in the zone sum: 1.7240
second-neighbour J = 0.02 meV: 0.7216
D0 with second neighbours = 0.10924 meV nm^2
mu0 M = 2.460 T, g muB mu0 M = 0.2848 meV
dipolar forces, mean shift 0.0949 meV: 0.8614
exact/Hartree-Fock pair term, S = 7/2, 7^3 spins: 1.0514
exact/Hartree-Fock pair term, S = 7/2, 9^3 spins: 1.0514
shift between the two cells: -0.0000
same ratio for S = 1 at equal kT/JS, 7^3 spins: 1.1950
```
